# How normal phonon processes can lower thermal conductivity without being resistive

## Question

I am modelling heat conduction with two groups of phonons. Group 1 has frequency 1 THz and a resistive scattering rate of $10^{10}\ \mathrm{s^{-1}}$. Group 2 has frequency 2 THz and a rate of $10^{11}\ \mathrm{s^{-1}}$. Both travel at 5000 m/s, and the temperature is 100 K.

Normal processes, in which two phonons of group 1 merge into one of group 2 or the reverse, conserve crystal momentum. They cannot degrade the heat current, so I left them out and added the two contributions $C_iv_i^2/R_i$. This gives 93.3 W/(m K).

A colleague objects that normal processes change the conductivity by feeding momentum into the modes that are scattered more strongly. How can a process that offers no resistance change the conductivity? And is "more strongly scattered" the right criterion if the two groups have different speeds?

## Answer

Normal processes do conserve crystal momentum, but it does not follow that you can leave them out. They shift momentum between the groups, and so can change how long it survives and how much heat it carries. The momentum balance of your two groups shows this.

### The model

Let the phonons travel along $\pm x$. Group 1 has wave number $q$ and angular frequency $\omega$; group 2 has $2q$ and $2\omega$. The merging process $q+q\leftrightarrow 2q$ then conserves both energy and momentum, and both groups have the phase speed $c=\omega/q$. The group speeds $v_1,v_2$ may differ. Each group contains $g_i$ modes per volume in each direction, with equilibrium occupation $n_i$.

Resistive scattering is elastic reversal, $dn_\pm/dt=-\tfrac12R_i(n_\pm-n_\mp)$, so the difference between the two directions decays at the rate $R_i$. I hold $R_1$ and $R_2$ fixed whenever the strength of the normal processes is varied.

For the beams moving along $+x$, the net number of mergers per volume and time is

$$E=W\left[n_1^2(1+n_2)-(1+n_1)^2n_2\right],$$

where $W$ is the collision strength and $n_1^2$ stands for two different modes of group 1. Each merger removes two phonons from group 1 and adds one to group 2.

To linearize, put $\rho_i=n_i/(1+n_i)$, so that

$$E=W(1+n_1)^2(1+n_2)(\rho_1^2-\rho_2).$$

In equilibrium $\rho_i=e^{-\hbar\omega_i/kT}$, and the last bracket vanishes because $\omega_2=2\omega_1$. Only its variation is therefore needed. A small change $\delta_i$ of the occupation gives $d\rho_i=\delta_i/(1+n_i)^2=\rho_i\delta_i/[n_i(1+n_i)]$, and hence

$$\delta E=\Lambda\left[\frac{2\delta_1}{n_1(1+n_1)}-\frac{\delta_2}{n_2(1+n_2)}\right],\qquad \Lambda=Wn_1^2(1+n_2).$$

### The momentum balance

Let $G=-dT/dx$ be small and steady. The gradient drives the two directions oppositely, so the response of each group has a single amplitude, which I write as a length $\lambda_i$:

$$\delta_i(\pm)=\pm\frac{\partial n_i}{\partial T}\,G\lambda_i,\qquad \frac{\partial n_i}{\partial T}=n_i(1+n_i)\frac{\hbar\omega_i}{kT^2}.$$

Inserting this into $\delta E$, with $\omega_2=2\omega$, gives

$$\delta E=\frac{2\Lambda\hbar\omega}{kT^2}\,G(\lambda_1-\lambda_2).$$

The steady Boltzmann equation for the $+x$ beam of group 1 is

$$0=v_1\frac{\partial n_1}{\partial T}G-R_1\frac{\partial n_1}{\partial T}G\lambda_1-\frac{2\,\delta E}{g_1}.$$

Multiply it by $2g_1\hbar\omega/G$ and use the heat capacity per volume of both directions, $C_i=2g_i\hbar\omega_i\,\partial n_i/\partial T$. For group 2 the collision term is $+\delta E/g_2$ and the multiplier is $2g_2(2\hbar\omega)/G$. The results are

$$C_1v_1=C_1R_1\lambda_1+\gamma(\lambda_1-\lambda_2),$$
$$C_2v_2=C_2R_2\lambda_2-\gamma(\lambda_1-\lambda_2),\qquad \gamma=\frac{8\Lambda(\hbar\omega)^2}{kT^2}.$$

These are momentum balances. The momentum density of group $i$ is $P_i=2g_i\hbar q_i\delta_i(+)=C_iG\lambda_i/c$, because $\hbar q_i=\hbar\omega_i/c$. Multiplied by $G/c$, each equation reads: momentum supplied by the gradient equals momentum lost to resistive scattering plus momentum passed to the other group.

If group 2 is held at equilibrium, group 1 relaxes through normal processes at the rate $N_1=\gamma/C_1$; likewise $N_2=\gamma/C_2$. These are rates for a whole group. A single mode of group 1 with its partners in equilibrium relaxes at half of $N_1$, since the partner's deviation supplies the other half.

Adding the two balances removes $\gamma$:

$$C_1v_1+C_2v_2=C_1R_1\lambda_1+C_2R_2\lambda_2.$$

The total resistive loss is thus fixed by the gradient, however strong the normal processes are. They determine where the loss takes place.

### The conductivity

The heat flux is $\sum_i2g_i\hbar\omega_iv_i\delta_i(+)=G\sum_iC_iv_i\lambda_i$, so

$$\kappa=C_1v_1\lambda_1+C_2v_2\lambda_2.$$

Without normal processes $\lambda_i$ equals the resistive mean free path $l_i=v_i/R_i$, and you recover your sum, $\kappa_0=\sum_iC_iv_il_i$.

With them, write $\Delta=\lambda_1-\lambda_2$ and divide each balance by $C_iR_i$:

$$\lambda_1=l_1-\frac{\gamma\Delta}{C_1R_1},\qquad \lambda_2=l_2+\frac{\gamma\Delta}{C_2R_2}.$$

Subtraction gives $\Delta=l_1-l_2-\gamma S\Delta$, so that

$$\Delta=\frac{l_1-l_2}{1+\gamma S},\qquad S=\frac1{C_1R_1}+\frac1{C_2R_2}.$$

Now insert $\lambda_1$ and $\lambda_2$ into $\kappa$. The terms with $\Delta$ combine to $-\gamma\Delta(v_1/R_1-v_2/R_2)=-\gamma\Delta(l_1-l_2)$, and therefore

$$\boxed{\kappa=\kappa_0-\frac{\gamma(l_1-l_2)^2}{1+\gamma S}}$$

At fixed $R_i$, normal processes in this model lower $\kappa$ unless $l_1=l_2$.

The term $\gamma\Delta(l_1-l_2)$ has a direct reading. Momentum $P_i$ carries the heat flux $cv_iP_i$ and is lost at the rate $R_i$. In the steady state the heat flux of group $i$ is therefore $cv_i/R_i=cl_i$ times the momentum $R_iP_i$ lost there per volume and time. Normal processes carry a net momentum $G\gamma\Delta/c$ per volume and time from group 1 to group 2, so this much of the loss takes place in group 2, where it counts with the factor $cl_2$, instead of in group 1, where it would count with $cl_1$. Since $\Delta$ has the sign of $l_1-l_2$, the net transfer runs from the longer free path to the shorter one.

### Your numbers

I take $10^{27}$ and $4\times10^{27}$ modes per cubic metre and direction. The heat capacities are then $C_1=2.709\times10^4$ and $C_2=1.0235\times10^5\ \mathrm{J/(m^3\,K)}$. The free paths are 500 and 50 nm, and

$$\kappa_0=67.7+25.6=93.3\ \mathrm{W/(m\,K)}.$$

For $N_1=10^{11}\ \mathrm{s^{-1}}$, the coupling is $\gamma=C_1N_1=2.709\times10^{15}\ \mathrm{W/(m^3\,K)}$, and $N_2=\gamma/C_2=2.647\times10^{10}\ \mathrm{s^{-1}}$. Then

$$\gamma S=\frac{N_1}{R_1}+\frac{N_2}{R_2}=10+0.265=10.265,$$

$$\kappa=93.3-\frac{2.709\times10^{15}\,(4.5\times10^{-7})^2}{11.265}=93.3-48.7=44.6\ \mathrm{W/(m\,K)}.$$

Dropping the normal processes makes your result about twice too large for this coupling. As a test, I integrated the nonlinear Bose rates of the four beams in time, with these parameters and a small fixed gradient, until they were steady. This also gave 44.6 W/(m K).

Because your two speeds are equal, the mechanism can be put in terms of lifetimes. The heat flux is then $cv(P_1+P_2)$, which normal collisions cannot change at the moment they occur. What changes is the steady amount of momentum. Let $f_i=C_iR_i\lambda_i/[v(C_1+C_2)]$ be the share of the momentum that is lost in group $i$. Solving for $C_i\lambda_i$ and inserting it into $\kappa$ gives

$$\kappa=v^2(C_1+C_2)\left(\frac{f_1}{R_1}+\frac{f_2}{R_2}\right).$$

The bracket is the mean lifetime of momentum. Without normal processes each group loses what the gradient gives it, so $f_1=0.209$ and $f_2=0.791$. The lifetime is $0.209\times100+0.791\times10=28.8$ ps. With them, $\lambda_1=100.5$ nm and $\lambda_2=60.6$ nm, hence $f_1=0.042$ and $f_2=0.958$, and the lifetime falls to $4.2+9.6=13.8$ ps. Group 1 hands 16.7 % of the total momentum supply to group 2, where momentum lives a tenth as long.

### Strong coupling and vanishing resistance

For $\gamma S\gg1$ the difference $\Delta$ vanishes and both groups share one $\lambda$. The summed balance gives $\lambda=\sum C_iv_i/\sum C_iR_i$, so

$$\kappa_\infty=\frac{(C_1v_1+C_2v_2)^2}{C_1R_1+C_2R_2}.$$

Here this is 39.9 W/(m K). Since $\gamma/(1+\gamma S)$ equals half of its limit $1/S$ at $\gamma S=1$, half of the total drop has occurred there, at $N_1=9.7\times10^9\ \mathrm{s^{-1}}$. Normal processes matter here as soon as $N_1$ is comparable with the weaker resistive rate, $R_1$.

Now let group 1 have no resistive scattering at all. If normal processes are dropped, its contribution $C_1v_1^2/R_1$ diverges. If they are kept, the first balance gives $\Delta=C_1v_1/\gamma$, and the sum gives $\lambda_2=(C_1v_1+C_2v_2)/(C_2R_2)$. With $\lambda_1=\lambda_2+\Delta$,

$$\kappa=\frac{(C_1v_1+C_2v_2)^2}{C_2R_2}+\frac{(C_1v_1)^2}{\gamma}=40.9+6.8=47.7\ \mathrm{W/(m\,K)}.$$

A process without resistance has made an infinite conductivity finite, by giving group 1 access to the resistance of group 2.

If both $R_i$ tend to zero together, no such outlet remains. Since $\gamma/(1+\gamma S)<1/S$, $\kappa$ stays above $\kappa_\infty$, which grows as the inverse of the resistive rates. Reducing both rates by $10^4$ at fixed $N_1$ gives $3.99\times10^5$ W/(m K). Normal processes alone do not limit the current in this model.

### Normal rates must not be added to resistive rates

The opposite shortcut replaces $R_i$ by $R_i+N_i$. In the balance

$$(C_iR_i+\gamma)\lambda_i=C_iv_i+\gamma\lambda_j$$

this amounts to deleting $\gamma\lambda_j$, the momentum that comes back from the other group. Both $\lambda$ are positive: if $l_1\ge l_2$, then $\Delta\ge0$, so $\lambda_2\ge l_2>0$ and $\lambda_1=\lambda_2+\Delta>0$; the other case follows by exchanging the labels. Deleting the term therefore makes $\kappa$ too low.

For your groups it gives 26.4 W/(m K), which is 41 % below the solution of the model. At $N_1=10^{13}\ \mathrm{s^{-1}}$ it gives 1.0 instead of 39.9 W/(m K). The inequality is shown here for the group rates $N_i$. It fails for the single-mode rates $N_1/2$ and $N_2$: adding these gives 31.5 W/(m K) at $N_1=10^{11}\ \mathrm{s^{-1}}$, below the solution, but 70.1 W/(m K) at $N_1=10^{10}\ \mathrm{s^{-1}}$, above the solution of 66.2.

### Is stronger scattering the right criterion?

It is for equal speeds. As long as both groups share one phase speed, as they do in this collinear model, the mean free path decides. Three further parameter choices, with $N_1$ again $10^{11}\ \mathrm{s^{-1}}$, show the difference. Unequal group speeds at a common phase speed require a dispersion in which frequency is not simply proportional to wave number. The 6000 m/s in the first and third cases even exceeds the phase speed, which an acoustic branch that bends downward from the origin cannot provide. These cases illustrate the criterion and do not represent ordinary acoustic phonons.

- **Larger rate but longer path.** Take speeds of 2000 and 6000 m/s and rates of $1\times10^{10}$ and $2\times10^{10}\ \mathrm{s^{-1}}$. The paths are 200 and 300 nm. Group 2 is scattered more strongly, yet it gives away 3.3 % of the total momentum supply. The conductivity falls from 195.1 to 192.9 W/(m K).
- **Unequal rates, equal paths.** With the same rates and speeds of 2500 and 5000 m/s, both paths are 250 nm. No net momentum is exchanged, and $\kappa$ stays at 144.9 W/(m K).
- **Equal rates, unequal paths.** With both rates $2\times10^{10}\ \mathrm{s^{-1}}$ and speeds of 2000 and 6000 m/s, the paths are 100 and 300 nm. The conductivity falls from 189.6 to 174.9 W/(m K), although momentum lives equally long in both groups. It is moved to the slower group, where it carries less heat.

Your colleague's statement thus holds for your parameters, but should read "shorter resistive mean free path" for groups that share one phase speed. If the groups lie on branches with different phase speeds $c_i$ and merge at an angle, the product $c_il_i$ takes the place of $l_i$. Without normal processes, and with isotropic resistive scattering, $\delta_i/[n_i(1+n_i)]$ is proportional to $\omega_il_i\cos\theta$, where $\theta$ is the angle to the gradient. A common drift is proportional to $q_i\cos\theta=\omega_i\cos\theta/c_i$, and the two agree only if $c_1l_1=c_2l_2$. Take two transverse phonons of 2500 m/s that merge at $\pm60^\circ$ into a longitudinal one of 5000 m/s. Paths of 500 and 250 nm then leave $\kappa$ unchanged, while equal paths lower it.

### More than two groups

The sign of the effect survives for many modes. In suitable units the linearized steady equation is $(\mathsf R+\mathsf N)\phi=b$, with $\kappa=b\cdot\phi$. Here $b$ is the drive, and $\mathsf R$ and $\mathsf N$ are the symmetric resistive and normal collision matrices. Let $\mathsf R$ be positive definite. Each normal process contributes a term $w(s\cdot\phi)^2$ to $\phi\cdot\mathsf N\phi$, where $w>0$ is its equilibrium rate and $s$ lists the changes in phonon number, so $\phi\cdot\mathsf N\phi\ge0$.

With $\mathsf A=\mathsf R+\mathsf N$, completing the square gives

$$2b\cdot\phi-\phi\cdot\mathsf A\phi=b\cdot\mathsf A^{-1}b-(\phi-\mathsf A^{-1}b)\cdot\mathsf A(\phi-\mathsf A^{-1}b).$$

The maximum of the left side over all $\phi$ is therefore $\kappa$. Adding $\mathsf N$ lowers the left side, or leaves it unchanged, for every $\phi$, so its maximum cannot rise. If the solution without $\mathsf N$ is already a common drift, $\phi\propto q$, momentum conservation gives $\mathsf N\phi=0$; that solution remains valid and $\kappa$ does not change.

I tried this on twelve collinear modes of equal speed, spaced by $0.3\,kT$ in energy, with resistive rates proportional to $q^2$. As the normal processes were strengthened, $\kappa$ fell steadily to 14 % of its value without them. With the same resistive rate for all twelve modes, $\kappa$ did not change at all, so the size of the effect depends on how the resistive rates are spread over the modes. It also depends on how the modes are occupied: with a spacing of $kT$ the limit is 25 %. For comparison, your two groups fall to 43 %.

### What carries over to a real crystal

Terahertz frequencies and speeds of a few kilometres per second are ordinary for acoustic phonons. The total heat capacity used here, $1.3\times10^5\ \mathrm{J/(m^3\,K)}$, is low: many crystals at 100 K have several times more, from modes at higher frequencies. For 1 and 2 THz, however, the mode numbers are too high: the $10^{28}$ modes per cubic metre used here compare with about $8\times10^{26}$ that three Debye branches of speed 5000 m/s hold below 2 THz. The conductivities above should therefore not be compared with those of a material.

The collinear process $q+q\leftrightarrow2q$ conserves energy on a single branch only where that branch is linear up to $2q$. On a sine-shaped branch with a lattice constant of 0.4 nm, $2\omega(q)-\omega(2q)$ is about $4\times10^{11}\ \mathrm{s^{-1}}$, more than $N_1$. A real crystal also has phonons in all directions and on several branches, and its normal and umklapp rates come from the same anharmonic forces, so at a given temperature they cannot be varied independently as they are here. On cooling, umklapp processes die out faster than normal ones, so the ratio of the two rates also changes with temperature. This model does not tell how far that moves the result; it takes a solution of the linearized Boltzmann equation with the full collision matrix. Momentum lost at side walls is not covered either, because I assumed a uniform flow.

Within the two-group model, you may drop normal processes when $\gamma(l_1-l_2)^2/(1+\gamma S)$ is small compared with $\kappa_0$. That they conserve momentum is not a sufficient reason. The numerical output below lists the full scan over $N_1$.

## Table of computed values

```
temperature: 100 K; phase speed: 5000 m/s
group 1: frequency 1 THz, modes per direction 1e+27 m^-3
  occupation 1.6235, C = 2.7089e+04 J/(m^3 K)
  v = 5000 m/s, R = 1.0e+10 1/s, l = 500.0 nm
  C v l = 67.723 W/(m K)
group 2: frequency 2 THz, modes per direction 4e+27 m^-3
  occupation 0.6206, C = 1.0235e+05 J/(m^3 K)
  v = 5000 m/s, R = 1.0e+11 1/s, l = 50.0 nm
  C v l = 25.587 W/(m K)
normal rates: N1 = 1.000e+11 1/s, N2 = 2.647e+10 1/s
gamma = 2.7089e+15 W/(m^3 K)
gamma*S = 10.2647 (no unit)
kappa, normal dropped: 93.310 W/(m K)
kappa, formula: 44.613 W/(m K)
kappa, linear kinetic solution: 44.613 W/(m K)
kappa, nonlinear time integration: 44.613 W/(m K)
kappa, normal added as resistance: 26.389 W/(m K)
kappa, strong-normal limit: 39.869 W/(m K)
reduction from dropped value: 52.19 %
effective paths: 100.52, 60.57 nm
momentum loss shares without normal: 0.2093, 0.7907
momentum loss shares with normal: 0.0421, 0.9579
share of drive fed to group 2: 0.1672
mean momentum lifetime without, with normal: 28.835, 13.787 ps
half reduction: N1 = 9.7422e+09 1/s, kappa = 66.589 W/(m K)
scan: N1 (1/s), kappa, kappa with N added as resistance (W/(m K))
  0e+00  93.310  93.310
  1e+09  88.335  87.086
  1e+10  66.240  58.789
  1e+11  44.613  26.389
  1e+12  40.385  7.687
  1e+13  39.921  0.999
R1 = 0: drift part 40.924, feeding part 6.772, kappa 47.696 W/(m K)
both R times 1e-4, normal kept: kappa = 3.9869e+05 W/(m K)
unequal speeds, N1 as above:
 A larger R, longer l: v = 2000, 6000 m/s; R = 1e+10, 2e+10 1/s
  l = 200, 300 nm; kappa without, with normal = 195.063, 192.865 W/(m K)
  share of drive fed to group 2: -0.0329
 B equal l, unequal R: v = 2500, 5000 m/s; R = 1e+10, 2e+10 1/s
  l = 250, 250 nm; kappa without, with normal = 144.867, 144.867 W/(m K)
  share of drive fed to group 2: 0.0000
 C equal R, unequal v: v = 2000, 6000 m/s; R = 2e+10, 2e+10 1/s
  l = 100, 300 nm; kappa without, with normal = 189.645, 174.850 W/(m K)
  share of drive fed to group 2: -0.1107
twelve modes: normal strength (model unit), kappa/kappa(no normal)
  0e+00  1.0000
  1e-03  0.7895
  1e-02  0.4475
  1e-01  0.2163
  1e+00  0.1504
  1e+05  0.1403
  common-drift limit  0.1403
```
